# Why metal–MoS2 supercells strain the metal, and checking the work-function error

## What a strained monolayer does to a barrier

Periodic calculations of a metal on MoS2 need one cell that fits both lattices. They rarely fit, so one partner must be strained. Suppose nine Al atoms per layer are placed on seven MoS2 units and the MoS2 is stretched to fit. In the model below, the hole barrier at the zone corner K then comes out 0.21 eV too small, and the exponential factor of the thermionic hole current at 300 K is wrong by more than three thousand. The electron barrier, which is the lower one here and so controls the thermionic current, comes out 0.13 eV too small, which is a factor of about 180. The sum of the two errors is the firm part of this result; its division between electrons and holes is a property of the model, and the real monolayer probably puts most of it on the electron side. Better convergence of the interface calculation does not remove this error, because it is a correct calculation of the wrong semiconductor.

The electron and hole barriers are

\[
\Phi_n=E_c-E_F,\qquad \Phi_p=E_F-E_v,\qquad \Phi_n+\Phi_p=E_g .
\]

If strain changes the gap by \(\delta E_g\), then \(\delta\Phi_n+\delta\Phi_p=\delta E_g\). By the triangle inequality the larger of the two errors is at least \(|\delta E_g|/2\), whatever the metal and however strong the pinning. Strain in the metal leaves the free monolayer's gap alone. It acts through the metal's work function \(W\), and that change can be calculated separately. The choice therefore rests on the sizes of two contributions, \(\delta E_g\) and \(\delta W\).

## The mismatch to be shared

A hexagonal lattice of constant \(a\) has lattice vectors of length \(a\sqrt N\), with \(N=i^2+ij+j^2\) for integers \(i,j\). A cell with \(N_M\) MoS2 units and \(N_A\) metal atoms per layer requires the metal strain (tensile positive)

\[
\epsilon=\frac{a_M\sqrt{N_M}}{a_A\sqrt{N_A}}-1 .
\]

With the rough constants \(a_M=0.316\) nm and \(a_A=0.405/\sqrt2=0.2864\) nm for Al(111), the cells 3:4, 7:9 and 13:16 need \(-4.44\), \(-2.69\) and \(-0.54\) %. Accuracy in strain is paid for in atoms. The 7:9 cell is worked out here. If MoS2 took the whole mismatch instead, its strain would be \(1/(1-0.0269)-1=2.76\) %.

## Contribution 1: the gap of the monolayer

The band edges at the corner K of the Brillouin zone are mainly Mo d states. Take three orbitals per Mo atom: \(d_{z^2}\) with on-site energy \(e_1\), and the pair \(d_{xy},d_{x^2-y^2}\) with \(e_2\). The hopping matrix to the neighbour at angle 0 is

\[
h=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix},
\]

and \(h^T\) belongs to the opposite neighbour. At \(\mathbf K=(4\pi/3a,0)\) the neighbours at 0°, 120° and 240° share the Bloch phase \(\omega=e^{4\pi i/3}\); their opposites have \(\omega^*\).

Add the three rotated copies of \(h\). The coupling between \(d_{z^2}\) and the pair rotates as a vector and sums to zero. The symmetric traceless part of the pair block also sums to zero. What remains is \(3t_0\) for \(d_{z^2}\), and for the pair

\[
\tfrac32(t_{11}+t_{22})\,I+3t_{12}J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\]

Now add the opposite neighbours, for which \(J\) changes sign. Symmetric terms acquire \(\omega+\omega^*=-1\), and the \(J\) term acquires \(\omega-\omega^*=-i\sqrt3\). Since \(iJ\) has eigenvalues \(\pm1\), the edges are

\[
E_c=e_1-3t_0,\qquad E_v=e_2-\tfrac32(t_{11}+t_{22})-3\sqrt3\,t_{12}.
\]

Rounded model values are \(e_1=1.05\), \(e_2=2.10\), \(t_0=-0.18\), \(t_{11}=0.22\), \(t_{12}=0.34\), \(t_{22}=0.06\) eV; \(t_1\) and \(t_2\) drop out. They give \(E_g=1.590-(-0.087)=1.677\) eV. Of this, \(e_1-e_2=-1.05\) eV is on-site and \(+2.727\) eV comes from hopping.

Here and below, \(E_g\), \(E_c\) and \(E_v\) refer to K, where the real unstrained monolayer has both band edges. The rounded model does not reproduce this fully: at the zone centre Γ its \(d_{z^2}\) level is \(e_1+6t_0=-0.03\) eV, 57 meV above the valence edge at K.

Let all hoppings scale as (bond length)\(^{-p}\), with on-site energies fixed relative to vacuum. Then

\[
\delta E_g=2.727\ \text{eV}\,\left[(1+\epsilon_M)^{-p}-1\right]\approx-2.727\,p\,\epsilon_M\ \text{eV}.
\]

For \(\epsilon_M=2.76\) % and \(p=5\), the exponent adopted here for d–d hopping, \(\delta E_g=-347\) meV. A softer law, \(p=3\), gives \(-214\) meV. The gap is sensitive because it is a difference of two energies that both depend on bond length, and here the two shifts do not cancel: the conduction edge falls by 69 meV while the valence edge rises by 278 meV.

## Contribution 2: the metal's shape and density

An Al film compressed in its plane is free to expand along its normal. Let \(\epsilon_z\) be the normal strain, \(\delta=\epsilon_z-\epsilon\) and \(B=C_{11}+2C_{12}\). In cubic axes the (111) film has three equal diagonal strains \(x=\epsilon+\delta/3\) and off-diagonal strains \(\delta/3\). The elastic energy density is

\[
U=\tfrac32Bx^2+\tfrac23C_{44}\delta^2 .
\]

A free surface carries no normal stress, so \(dU/d\delta=0\) at fixed \(\epsilon\):

\[
B\left(\epsilon+\frac{\delta}{3}\right)+\frac43C_{44}\delta=0
\;\Rightarrow\;\delta=-\frac{3B\epsilon}{B+4C_{44}},\qquad
\frac{\epsilon_z}{\epsilon}=-\frac{2B-4C_{44}}{B+4C_{44}} .
\]

Rough constants \(C_{11},C_{12},C_{44}=107,61,28\) GPa give \(B=229\) GPa and a ratio of \(-346/341=-1.015\). The layers move apart by 2.73 %, and the electron density rises by the factor \(1/(0.9731^2\times1.0273)=1.028\). Without this relaxation it would rise by 5.6 %.

## Contribution 3: the metal's work function

**The slab model.** Use Rydberg atomic units (\(\hbar^2/2m=1\), \(e^2=2\)). An Al ion of charge \(Z=3\) acts on an electron with potential \(-2Z/r\) outside a core radius \(r_c\) and zero inside. Average a plane of such ions over its area, with \(\sigma=Z/A\) charges per unit area. Since \(\rho\,d\rho=r\,dr\) at fixed \(z\),

\[
-\frac{1}{A}\int\frac{2Z}{r}\,2\pi\rho\,d\rho=-4\pi\sigma\int_{\max(|z|,r_c)}^{R}dr
=4\pi\sigma\left[\max(|z|,r_c)-R\right].
\]

The electrons contribute \(-4\pi\int n(z')|z-z'|dz'\) plus a constant that cancels the ionic one in a neutral slab. The potential then vanishes far outside, so \(W=-E_F\).

The radius \(r_c\) follows from requiring bulk Al to be in equilibrium at its lattice constant. With \(r_s\) the radius of the sphere holding one electron, the energy per electron is

\[
\frac{2.210}{r_s^2}-\frac{0.916}{r_s}-\frac{0.88}{r_s+7.8}-\frac{1.8Z^{2/3}}{r_s}+\frac{3r_c^2}{r_s^3}.
\]

The terms are kinetic energy, exchange, Wigner correlation, the energy of a point ion in its neutral sphere, and the attraction removed inside the core, \(4\pi\bar n r_c^2\). Setting the derivative to zero and multiplying by \(r_s^4\),

\[
9r_c^2=-4.420\,r_s+(0.916+1.8Z^{2/3})r_s^2+\frac{0.88\,r_s^4}{(r_s+7.8)^2}.
\]

For \(r_s=2.074\) bohr this gives \(r_c=1.108\) bohr.

Motion in the plane is taken as free. A subband with bottom \(\varepsilon_i\) holds \(2\pi(E_F-\varepsilon_i)/(2\pi)^2\) electrons per area, so

\[
n(z)=\sum_{\varepsilon_i<E_F}\frac{E_F-\varepsilon_i}{2\pi}\,|\psi_i(z)|^2 ,
\]

which is iterated to self-consistency with local exchange and Wigner correlation.

The solver was tested on a uniform positive slab 60 bohr thick with the same \(r_s\). Stretch such a slab by \(dL\) at fixed charge. The background loses density \(n\,dL/L\) inside and gains a layer \(n\,dL/2\) at each edge, so its energy in the electrostatic potential \(V\) (electron sign) gives \(dE/dL=-n(V_{\rm edge}-V_{\rm bulk})\). For a thick slab \(E\simeq Q\varepsilon(n)\) with \(n=Q/L\), apart from a surface energy whose derivative with respect to \(L\) vanishes as \(1/L\), so also \(dE/dL=-n^2\varepsilon'(n)\). Hence \(V_{\rm edge}-V_{\rm bulk}=n\varepsilon'(n)\). The slab gives 0.1891 Ry for the left side, and the bulk energy gives 0.1890 Ry for the right.

**Why the change is small.** Let \(\bar V\) be the mean effective potential inside the metal, measured from vacuum. Then

\[
W=-\bar V-(E_F-\bar V).
\]

For free electrons \(E_F-\bar V\propto n^{2/3}\), which predicts a rise of 216 meV under the strain; the slabs give 208 meV. If this were all, \(W\) would fall by 0.2 eV. But the interior potential drops by 213 meV, and the mean work function changes by only about \(213-208\approx5\) meV.

Thomas–Fermi theory shows where the compensation of the kinetic part comes from. With exchange and correlation omitted, it sets \(k_F^2(z)+V(z)=E_F\) at each point. Far outside a neutral metal both \(k_F\) and \(V\) vanish, so \(E_F=0\) at any density: the surface dipole adjusts until the interior potential cancels the Fermi energy. The actual work function comes from what this theory omits, namely exchange, correlation and the wave nature of the electrons. These terms also respond to strain. The bulk exchange potential, about \(-8.0\) eV, deepens by some 0.07 eV when the density rises by 2.8 %. That the total is only of order 10 meV or less is therefore a numerical result for this metal and model, not a theorem.

**How well it is known.** Averaged over slabs of 8 to 15 layers, \(W\) is 4.176 eV at equilibrium and 4.182 eV under strain. For single thicknesses, however, \(\delta W\) runs from \(-34\) to \(+89\) meV. The mean of 5.5 meV is thus not resolved from zero, nor are its differences from the value with clamped layer spacing (13 meV) or for the 3:4 cell (11 meV). A different discretization of the same equations moves this mean by about 3 meV, and slabs of 20 to 32 layers give a positive \(\delta W\) at every thickness, about 10 meV on average, so 5.5 meV is not the thick-slab limit.

The likely cause is quantization across the slab. Levels cross \(E_F\) with a phase \(k_FL/\pi\), about 1.30 per layer here. Strain raises \(k_F\) by 0.9 % and \(L\) by 2.7 %, so it advances this phase by 0.4 to 0.7 of a period in these slabs. Equal layer numbers then compare different points of the oscillation. This attribution rests on the phase estimate alone.

## Contribution 4: what the interface passes on

Contact states in the gap, with density \(D\) per area and energy, are neutral when filled to midgap. If \(E_F\) lies higher, the monolayer is negatively charged. With an effective dipole length \(t\), this raises its electron energies relative to the metal, so with electron affinity \(\chi\)

\[
\Phi_n=W-\chi+\frac{e^2t}{\varepsilon_0}\int_0^{E_g/2-\Phi_n}D(u)\,du ,
\]

where \(u\) is measured from midgap and \(E_F\) lies at \(u=E_g/2-\Phi_n\). Differentiate, using \(\delta\chi=-\delta E_c\):

\[
\delta\Phi_n=\delta W+\delta E_c+\frac{e^2tD}{\varepsilon_0}\left(\frac{\delta E_g}{2}-\delta\Phi_n\right).
\]

Collecting \(\delta\Phi_n\) and defining \(S=1/(1+e^2tD/\varepsilon_0)\), so that \(S\,e^2tD/\varepsilon_0=1-S\),

\[
\delta\Phi_n=S\,\delta W+S\,\delta E_c+(1-S)\frac{\delta E_g}{2}.
\]

Metal strain supplies the first term, monolayer strain the other two. Without pinning (\(S=1\)) the errors are \(\delta W\) and \(\delta E_c\). Under strong pinning (\(S\to0\)) the metal error disappears, while the monolayer error tends to \(\delta E_g/2\): the Fermi level is tied to a midgap that has itself moved relative to the band edges.

Choose \(\chi=4.3\) eV (rough), \(t=0.2\) nm and \(D=0.4\cosh(u/0.6\ \text{eV})\) per eV nm². The unstrained barrier is 0.460 eV. There \(u=0.838-0.460=0.378\) eV and \(D=0.48\) per eV nm². Since \(e^2t/\varepsilon_0=3.62\) eV nm², \(S=1/(1+1.745)=0.364\).

## Weighing the contributions

The same interface parameters are kept for both choices.

| Strained partner | Error in \(\Phi_n\) | Error in \(\Phi_p\) |
|---|---|---|
| Al, mean \(\delta W\) | +2 meV | −2 meV |
| MoS2, \(p=5\) | −135 meV | −212 meV |

The linear formula reproduces both electron entries: \(0.364\times5.5=2.0\) meV, and \(0.364(-68.7)+0.636(-173.6)=-135\) meV. The two MoS2 errors add up to \(\delta E_g=-347\) meV, as they must. Their division between the barriers is less certain, because it rests on on-site energies that stay fixed relative to vacuum. If the conduction edge took the whole change, the same formula would give \(-237\) meV for electrons and \(-110\) meV for holes. This is not the extreme case. First-principles calculations aligned to vacuum indicate that both edges at K fall under tension, by roughly 0.45 and 0.16 eV at this strain; in the same pinning model the electron error is then about \(-0.25\) eV and the hole error at K only about \(-0.04\) eV. With twenty times more gap states, the electron-barrier error from Al strain falls to 0.2 meV and that from MoS2 strain grows to \(-170\) meV.

The 2 meV should not be taken as the accuracy of the method; the thick-slab \(\delta W\) of about 10 meV would already make it about 4 meV. A fairer comparison takes the largest difference at equal layer number among the slabs of 8 to 15 layers, 89 meV, and no pinning, \(S=1\). Even that lies below the 107 meV which the softer law \(p=3\) guarantees in at least one barrier at K, but the margin is small. It would vanish if the unstrained gap were measured from the model's higher level at Γ: the gap change would then be \(-157\) meV and the guarantee only 79 meV. The guarantee also falls on the hole barrier: at \(S=1\) the electron-barrier error from MoS2 strain is only \(\delta E_c\), 42 meV for \(p=3\) or 69 meV for \(p=5\), which is below 89 meV. Since \(W-\chi=-0.12\) eV, this limit has no electron barrier at all and serves only as a bound. With the pinning found above, \(S=0.364\), the same 89 meV changes the barrier by only about 32 meV. The preference for straining Al is therefore clear for this pinned contact, but not for every combination of worst assumptions.

In the 13:16 cell the case is weaker. Putting 0.54 % into MoS2 changes the gap by about \(2.727\times5\times0.0054=0.07\) eV and guarantees an error of only 0.04 eV in one barrier, comparable with the thickness scatter of the metal. Straining the metal still preserves the gap, but slab convergence now matters as much as the choice of partner.

## Checking the work-function error

1. Remove the MoS2 and compute the metal slab alone, in the strained in-plane lattice and at its own equilibrium constant. Use the same functional, pseudopotentials and equivalent k-point density, and relax the normal spacing in both.
2. Take \(W\) as the vacuum level minus \(E_F\), and form \(\delta W=W_{\rm strained}-W_{\rm equilibrium}\).
3. Repeat for several thicknesses and quote the scatter. If the interface cell contains \(N\) metal layers, the relevant difference is \(W_N\) of the strained slab minus the thick-slab limit at equilibrium, because the \(N\)-layer quantization error enters the barrier too. For thin slabs it dominates: in this model the difference is about \(-0.19\) eV for three layers and \(+0.11\) eV for four.
4. In the linear pinning model with \(0<S\le1\), \(|\delta W|\) bounds the barrier error caused by the work function. If \(S\) is known, the corrected barrier is \(\Phi_n-S\,\delta W\); the hole barrier changes by the opposite amount.
5. If the bound exceeds the accuracy wanted, use a larger cell or another orientation.

In the example the correction takes 0.4625 eV back to 0.4604 eV. This shows that linearization is adequate, not that the barrier is known to 0.1 meV.

The check covers the work function alone. Strain also alters which metal atoms sit above which S atoms, and hence the bonding, \(t\) and \(D\); a bare slab cannot reveal this. The preference can reverse when strain changes the metal's structure, magnetism or surface states, or when \(\delta W\) is comparable with \(\delta E_g/2\).

## The model beside the real materials

The calculated 4.18 eV is close to the work function of clean Al(111), roughly 4.2 to 4.3 eV. The slab omits the lateral variation of the ion potential. In second order, with screened components, its six {200} components alone shift the bulk Fermi energy by \(-69\) meV, and strain changes this part by \(-10\) meV before any response of the surface dipole. Other lateral components add shifts of the same sign; the same formula gives about \(-0.3\) eV for the twelve {220} components. The closeness of 4.18 eV to the measured value is therefore no proof of accuracy. The {200} change under strain is already as large as the thick-slab \(\delta W\), and the lateral components summed up to \(h^2+k^2+l^2=64\) amount to about \(-0.9\) eV and change by about \(-17\) meV, so the sign of \(\delta W\) for real Al is not settled here and needs a three-dimensional calculation. For MoS2 the model slope of about \(-0.13\) eV per percent (\(p=5\)) is near the rough real value of \(-0.1\) eV per percent of biaxial strain. The model gap of 1.68 eV is well below the quasiparticle gap of the free monolayer, which exceeds 2 eV, and other valleys and spin–orbit coupling are left out. In the real monolayer, tensile strain of a few percent raises the valence maximum at Γ above that at K and narrows the gap further; in this model Γ falls relative to K instead. Real contacts also break the assumption of a clean, uniform interface: defects and reaction products add gap states. In this model a twentyfold increase moves the electron-barrier error from MoS2 strain from \(-135\) to \(-170\) meV and leaves the order of the two choices unchanged. The numerical output below lists the values used.

## Computed results

```
Al cubic / surface lattice constant: 0.405 / 0.2864 nm
MoS2 lattice constant: 0.316 nm
cell: 3 MoS2, 4 Al per layer, Al strain -4.44 %
cell: 7 MoS2, 9 Al per layer, Al strain -2.69 %
cell: 13 MoS2, 16 Al per layer, Al strain -0.54 %
worked cell, strain if MoS2 takes it: 2.76 %
Al elastic constants C11, C12, C44: 107, 61, 28 GPa
normal/in-plane strain ratio: -1.015
normal strain of Al in worked cell: 2.73 %
Al r_s and core radius: 2.074, 1.108 bohr
jellium sum rule, slab / bulk: 0.1891 / 0.1890 Ry
work-function change on finer grid: -0.51 meV
slab thicknesses: 8 to 15 layers
W equilibrium Al, mean: 4.176 eV
W equilibrium Al, scatter (std): 26.2 meV
W strained Al, mean: 4.182 eV
dW, normal spacing relaxed: 5.5 meV
dW range over thickness: -33.9 to 88.7 meV
dW, normal spacing clamped: 12.7 meV
dW, smallest cell, relaxed: 10.9 meV
Fermi energy change above interior: 207.6 meV
same from free-electron law: 216.1 meV
interior potential change from vacuum: -213.2 meV
omitted lateral potential, bulk shift: -68.8 meV
its change with strain, unscreened: -9.5 meV
MoS2 K gap, unstrained / strained: 1.677 / 1.330 eV
gap change, hopping exponent 5: -347.1 meV
gap change, hopping exponent 3: -213.9 meV
conduction-edge change, exponent 5: -68.7 meV
affinity: 4.3 eV; dipole length: 0.2 nm
midgap state density: 0.4 /(eV nm2); width 0.6 eV
pinning factor S: 0.364
electron barrier, nothing strained: 0.4604 eV
electron barrier, Al strained: 0.4625 eV
electron barrier after -S dW: 0.4604 eV
electron barrier, MoS2 strained: 0.3255 eV
barrier error, Al strained: 2.0 meV
electron-barrier error, MoS2 strained: -134.9 meV
hole-barrier error, MoS2 strained: -212.1 meV
20x gap states, error from Al strain: 0.18 meV
20x gap states, error from MoS2 strain: -170.0 meV
300 K current factor, Al strained: 1.08
300 K current factor, MoS2, worse barrier: 3.66e+03
```
